# Druyvesteyn distribution and square-root drift velocity from acoustic phonon scattering

## The result

Electrons of mass $m$ in a spherical parabolic band feel a steady force $F=eE$ and scatter from longitudinal acoustic phonons through a deformation potential $\Xi$. The crystal has density $\rho$, sound speed $s$ and temperature $T$; $\varepsilon$ is the kinetic energy and $v=\sqrt{2\varepsilon/m}$ the speed. The electrons are uniform and non-degenerate and do not collide with each other. With

$$\ell=\frac{\pi\hbar^4\rho s^2}{m^2\Xi^2kT},\qquad a=\frac{F^2\ell^2}{6ms^2},$$

the isotropic part of the distribution is, to leading order in inelasticity and anisotropy,

$$f_0\propto e^{-\varepsilon/kT}\left(1+\frac{\varepsilon}{a}\right)^{a/kT}. \tag{1}$$

For $a\gg kT$ it becomes the Druyvesteyn distribution, and the drift velocity grows as the square root of the field:

$$f_0\propto e^{-\varepsilon^2/\varepsilon_0^2},\quad \varepsilon_0=\sqrt{2akT}=F\ell\sqrt{\frac{kT}{3ms^2}},\qquad v_d=C\sqrt{\mu_0Es},\quad C\approx1.23. \tag{2}$$

Here $\mu_0$ is the low-field mobility. The law belongs to an intermediate range of field: strong enough to heat the electrons well above $kT$, but too weak for them to emit optical or intervalley phonons, and weak enough that the acoustic phonons they exchange stay small against $kT$.

## The scattering rate

Both derivations start from the golden rule. The squared matrix element for a phonon of wavenumber $q$ in a volume $V$ is $\Xi^2\hbar q/(2\rho Vs)$, times $N$ for absorption or $N+1$ for emission, with $N=1/(e^{\hbar sq/kT}-1)$. Let $k$ be the electron wavenumber, $c$ the cosine between $\mathbf k$ and $\mathbf q$, and $\kappa=ms/\hbar$. For absorption, energy conservation reads

$$\frac{\hbar^2(2kqc+q^2)}{2m}=\hbar sq\quad\Rightarrow\quad c=\frac{\kappa-q/2}{k}.$$

Since $|c|\le1$, $q$ runs up to $2(k+\kappa)$. For emission the limit is $2(k-\kappa)$. Integrating the delta function over $c$ gives a factor $m/(\hbar^2kq)$, so the absorption rate per unit $q$ is

$$\frac{2\pi q^2}{8\pi^3}\,\frac{2\pi}{\hbar}\,\frac{\Xi^2\hbar q}{2\rho s}\,\frac{m}{\hbar^2kq}\,N=Kq^2N,\qquad K=\frac{\Xi^2m}{4\pi\rho s\hbar^2k},$$

and the emission rate is $Kq^2(N+1)$.

Now assume $s\ll v$ (quasi-elastic scattering) and $\hbar sq\ll kT$ (equipartition). To leading order $N\approx N+1\approx kT/\hbar sq$, and both limits become $2k$. The total rate is

$$\frac1\tau=2K\frac{kT}{\hbar s}\int_0^{2k}q\,dq=\frac{4Kk^2kT}{\hbar s}=\frac v\ell, \tag{3}$$

where the last step inserts $K$ and $k=mv/\hbar$. The mean free path does not depend on energy. For scattering through an angle $\theta$, $q=2k\sin(\theta/2)$ and $q\,dq=k^2\sin\theta\,d\theta$, so the weight $q\,dq$ means isotropic scattering. The same weight gives $\langle q^2\rangle=4k^4/2k^2=2k^2$.

The energy changes by $\pm\hbar sq$ in a collision. These small steps produce diffusion in energy with coefficient

$$D=\frac{\hbar^2s^2\langle q^2\rangle}{2\tau}=\frac{\hbar^2s^2k^2}{\tau}=\frac{2ms^2\varepsilon}{\tau}. \tag{4}$$

## First derivation: currents in energy

Let $g(\varepsilon)\propto\sqrt\varepsilon$ be the density of states. Small random steps with mean rate $A$ and diffusion coefficient $D$ carry a current of electrons up the energy axis,

$$J_{ph}=Agf_0-\frac{d(Dgf_0)}{d\varepsilon}=-gDf_0'+\left[gA-(gD)'\right]f_0.$$

Phonons at temperature $T$ must leave $f_0=e^{-\varepsilon/kT}$ unchanged, with no current. This detailed balance fixes the bracket as $-gD/kT$ without a calculation of $A$:

$$J_{ph}=-gD\left(f_0'+\frac{f_0}{kT}\right). \tag{5}$$

For the field, write $f=f_0(\varepsilon)+f_1(\varepsilon)\cos\vartheta$, with $\vartheta$ measured from the force, and drop higher angular terms. In the steady Boltzmann equation the force acting on $f_0$ gives $Fv\cos\vartheta\,f_0'$. Isotropic scattering removes $f_1\cos\vartheta$ at the rate $1/\tau$, because electrons scattered back in have no preferred direction. Hence

$$f_1=-Fv\tau f_0'=-F\ell f_0'. \tag{6}$$

An electron gains energy at the rate $Fv\cos\vartheta$. Averaged over angles, the $f_0$ part gives nothing and $\langle\cos^2\vartheta\rangle=1/3$, so the field current is

$$J_F=\frac{gFvf_1}{3}=-\frac{gF^2\ell v}{3}f_0'.$$

In a steady state the total current is the same at every energy. It vanishes, since no electrons enter at $\varepsilon=0$ or leave at infinity. With $D=2ms^2\varepsilon v/\ell$, dividing $J_F+J_{ph}=0$ by $-2gms^2v/\ell$ gives

$$(a+\varepsilon)f_0'+\frac{\varepsilon}{kT}f_0=0\quad\Rightarrow\quad\frac{f_0'}{f_0}=-\frac1{kT}\left(1-\frac a{\varepsilon+a}\right). \tag{7}$$

Integration gives equation (1). For small $a$ this is the Maxwellian. For $a\gg kT$, expand the logarithm:

$$\ln f_0=-\frac\varepsilon{kT}+\frac a{kT}\left(\frac\varepsilon a-\frac{\varepsilon^2}{2a^2}+\frac{\varepsilon^3}{3a^3}-\dots\right)=-\frac{\varepsilon^2}{2akT}+\frac{\varepsilon^3}{3a^2kT}-\dots \tag{8}$$

The linear terms cancel and the Druyvesteyn form remains. At $\varepsilon=\varepsilon_0$ the cubic term equals $4kT/3\varepsilon_0$, which is small in a strong field.

The drift velocity is the average of $v\cos\vartheta$. Using (6), $\sqrt\varepsilon\,v=\varepsilon\sqrt{2/m}$ and one integration by parts,

$$v_d=\frac{\int\sqrt\varepsilon\,vf_1\,d\varepsilon}{3\int\sqrt\varepsilon f_0\,d\varepsilon}=\frac{F\ell}3\sqrt{\frac2m}\,\frac{\int f_0\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}. \tag{9}$$

For the Druyvesteyn form the integrals are $\varepsilon_0\sqrt\pi/2$ and $\varepsilon_0^{3/2}\Gamma(3/4)/2$. Therefore

$$v_d=\frac{F\ell}{3}\sqrt{\frac{2\pi}{m\varepsilon_0}}\,\frac1{\Gamma(3/4)}=\frac{\sqrt{2\pi}}{3\Gamma(3/4)}\sqrt{\frac{F\ell}m}\left(\frac{3ms^2}{kT}\right)^{1/4}. \tag{10}$$

Since $\varepsilon_0\propto E$ and the mobility varies as $\varepsilon_0^{-1/2}$, the velocity varies as $\sqrt E$.

To bring in $\mu_0$, put a Maxwellian of temperature $T$ into (9). The integrals are $kT$ and $(kT)^{3/2}\sqrt\pi/2$, so

$$\mu_0=\frac{4e\ell}{3\sqrt{2\pi mkT}},\qquad F\ell=\frac34\mu_0E\sqrt{2\pi mkT},\qquad\frac a{kT}=\frac{3\pi}{16}\left(\frac{\mu_0E}s\right)^2. \tag{11}$$

The field is therefore strong when $\mu_0E$ is well above the sound speed. Inserting $F\ell$ into (10), the factors of $m$ and $kT$ cancel:

$$C=\frac{\sqrt{2\pi}}{3\Gamma(3/4)}\,\frac{\sqrt3}2\,(6\pi)^{1/4}=1.230.$$

## Second derivation: a random walk from collision to collision

Here neither $f_1$ nor detailed balance is used. Follow one electron, and let $\nu(\varepsilon)$ be the distribution of its energy at the start of its free flights.

**Steps due to the field.** In a flight the electron gains $Fz$, where $z$ is its displacement along the force. Because $\ell$ is independent of speed, the path length $L$ is exponentially distributed even while the electron accelerates: $\langle L\rangle=\ell$ and $\langle L^2\rangle=2\ell^2$. The flight starts with direction cosine $u$, uniform between $-1$ and $1$. The force bends the path. Per unit path length the cosine changes by $F(1-u^2)/mv^2=F(1-u^2)/2\varepsilon$, so to first order in $F$

$$z=uL+\frac{F(1-u^2)L^2}{4\varepsilon},\qquad\langle z\rangle=\frac F{4\varepsilon}\cdot\frac23\cdot2\ell^2=\frac{F\ell^2}{3\varepsilon}. \tag{12}$$

To lowest order $\langle z^2\rangle=\langle u^2\rangle\langle L^2\rangle=2\ell^2/3$. Per flight, the mean energy gain is $F^2\ell^2/3\varepsilon=2ms^2a/\varepsilon$, and half the mean square gain is $F^2\ell^2/3=2ms^2a$.

**Steps due to phonons.** Half the mean square change per collision is $D\tau=2ms^2\varepsilon$. The mean change is a small difference between absorption and emission and needs the next order. Use $N\approx kT/\hbar sq-\tfrac12$, $N+1\approx kT/\hbar sq+\tfrac12$, and keep the different limits of $q$:

$$A=K\hbar s\left[\frac{kT}{\hbar s}\int_{2(k-\kappa)}^{2(k+\kappa)}q^2dq-\int_0^{2k}q^3dq\right]\approx K\hbar s\left[\frac{16k^2mkT}{\hbar^2}-4k^4\right].$$

The first integral is the range open to absorption but closed to emission, of width $4\kappa$ near $q=2k$. The second comes from the two halves, that is, from spontaneous emission. Equation (3) gives $K=\hbar s/(4k^2kT\tau)$, so

$$A\tau=4ms^2-\frac{2ms^2\varepsilon}{kT}. \tag{13}$$

An electron with $\varepsilon>2kT$ loses energy on average, and one below $2kT$ gains it.

**Balance.** Add the means and the mean squares, and divide by $2ms^2$. The sequence of energies is stationary without a current when the mean step times $\nu$ equals the derivative of half the mean square times $\nu$:

$$\left(\frac a\varepsilon+2-\frac\varepsilon{kT}\right)\nu=\frac{d}{d\varepsilon}\left[(a+\varepsilon)\nu\right]=(a+\varepsilon)\nu'+\nu.$$

Since $a/\varepsilon+1=(a+\varepsilon)/\varepsilon$,

$$\frac{\nu'}\nu=\frac1\varepsilon-\frac{\varepsilon}{kT(\varepsilon+a)}.$$

The second term is the right-hand side of (7), so $\nu\propto\varepsilon f_0$. A flight lasts $\ell/v$ on average, so the distribution in time is proportional to $\nu/v\propto\sqrt\varepsilon f_0$: density of states times $f_0$, as in the first derivation.

**Drift velocity.** Divide the mean displacement per flight by the mean duration:

$$v_d=\frac{\int\nu\,(F\ell^2/3\varepsilon)\,d\varepsilon}{\int\nu\,(\ell/v)\,d\varepsilon}=\frac{F\ell}3\,\frac{\int f_0\,d\varepsilon}{\int(\varepsilon/v)f_0\,d\varepsilon}.$$

With $\varepsilon/v=\sqrt{m\varepsilon/2}$ this is equation (9), and (10) follows. In this picture the drift is the average bending of free paths towards the force.

## What each derivation assumes

Both need uniform, non-degenerate electrons, $s\ll v$, equipartition, and a field gain per free path that is small compared with the energy. They express the last condition differently. The first neglects angular terms beyond $\cos\vartheta$; by (6) the ratio $f_1/f_0$ is $2F\ell\varepsilon/\varepsilon_0^2$, of order

$$\frac{F\ell}{\varepsilon_0}=\sqrt{\frac{3ms^2}{kT}}.$$

The second expands the path in $F\ell/\varepsilon$. The expansion fails for slow electrons with $\varepsilon\lesssim F\ell$, which carry little weight when this ratio is small. The ratio does not depend on field. As the field grows, $f_1/f_0$ at $\varepsilon_0$ rises towards $2F\ell/\varepsilon_0$ and goes no further, so the near isotropy survives a stronger field when this ratio is small.

The first derivation assumes phonons in equilibrium at $T$ and obtains the energy loss from that. The second puts equilibrium occupations into the rates and must compute the loss, including the term $4ms^2$; in return, its agreement with (5) confirms detailed balance. The first extends directly to a relaxation time with another energy dependence. The second, as written, relies on a constant $\ell$ and on each collision erasing the direction.

Equipartition does suffer as the field grows: the largest phonon energy at $\varepsilon_0$, about $2s\sqrt{2m\varepsilon_0}$, rises as $\sqrt E$ and must stay small against $kT$.

A Monte Carlo solution of the Boltzmann equation avoids the small-step and two-term approximations. It follows 6000 electrons through free flights and golden-rule collisions with true phonon energies and Bose occupations. With $ms^2/kT=0.003$ and velocities in units of $\sqrt{kT/m}$, it gives $0.169\pm0.001$ at $\varepsilon_0=8kT$ and $0.306\pm0.002$ at $24kT$. Equations (1) and (9) give 0.173 and 0.311. Formula and simulation thus agree to about 2%.

## If electrons collide with each other

Suppose that mutual collisions are frequent compared with the slow energy exchange with phonons, but rare compared with the phonon collision rate $1/\tau$. They then impose on $f_0$ a Maxwellian of temperature $T_e\gg T$, while $f_1$ still follows from (6). Equation (9) gives $v_d=\mu_0E\sqrt{T/T_e}$. The power $Fv_d$ must equal the phonon loss, $(2ms^2/\ell kT)\langle\varepsilon v\rangle$ by (13). For a Maxwellian $\langle\varepsilon v\rangle=2kT_e\sqrt{8kT_e/\pi m}$. Eliminating $\ell$ with (11),

$$(\mu_0E)^2=\frac{32}{3\pi}s^2\left(\frac{T_e}T\right)^2\quad\Rightarrow\quad v_d=\left(\frac{32}{3\pi}\right)^{1/4}\sqrt{\mu_0Es}.$$

The coefficient is 1.357, which is 10% above the Druyvesteyn value. The square root therefore does not identify the distribution.

## Example: electrons in pure diamond

Diamond is non-polar and not piezoelectric, which removes two competing mechanisms. Rough round parameters are $m=0.5\,m_e$, $s=17.5$ km/s, $\rho=3.5$ g/cm³ and $\Xi=10$ eV. Take $T=200$ K ($kT=17.2$ meV) and $E=1$ kV/cm.

The formulas give $\ell=283$ nm and $\mu_0\approx6800$ cm²/Vs. The gain over one free path is $F\ell=28.3$ meV, and $ms^2=0.871$ meV. Then

$$a=\frac{(28.3)^2}{6\times0.871}\approx154\ \text{meV},\qquad\varepsilon_0=\sqrt{2\times154\times17.2}\approx73\ \text{meV}.$$

The mean energy in the strong-field limit is $\varepsilon_0\Gamma(5/4)/\Gamma(3/4)=0.740\,\varepsilon_0\approx54$ meV; the full distribution (1) gives 70 meV at this field. With $\mu_0E=6.8\times10^6$ cm/s and $s=1.75\times10^6$ cm/s,

$$v_d=1.23\sqrt{6.8\times1.75}\times10^6\approx4.2\times10^6\ \text{cm/s}\quad(42\ \text{km/s}).$$

**Finite field.** Here $a/kT=8.9$, and the strong-field limit is only approached. Equations (1) and (9), integrated numerically, give $3.8\times10^6$ cm/s, 10% lower, and a local exponent $d\ln v_d/d\ln E$ of 0.61. The cubic term in (8) accounts for both. To first order it multiplies $v_d$ by

$$1+\frac{4kT}{3\varepsilon_0}\left[\frac1{\sqrt\pi}-\frac{\Gamma(9/4)}{\Gamma(3/4)}\right]=1-0.48\frac{kT}{\varepsilon_0},$$

which is an 11% reduction at $\varepsilon_0=4.2kT$, and it adds $0.48kT/\varepsilon_0=0.11$ to the exponent.

**Inelasticity.** The ratio $F\ell/\varepsilon_0$ is 0.39, which by (1) and (6) makes $f_1/f_0=0.53$ at $\varepsilon_0$, and the largest phonon at $\varepsilon_0$ has energy $1.3kT$; neither is very small. Even so, the Monte Carlo method with acoustic phonons alone gives $3.7\times10^6$ cm/s, 2% below the general formula.

**Intervalley phonons.** The window is too narrow for the square-root law to develop fully. Equipartition already weakens inside it: the largest acoustic phonon at $\varepsilon_0$ passes $kT$ near 0.6 kV/cm, and at 3 kV/cm acoustic phonons alone give a velocity about 14% below the general formula. Since $a\propto E^2$ and $\varepsilon_0\propto E$, $a=kT$ at 0.33 kV/cm, while $\varepsilon_0$ reaches a representative intervalley phonon energy of 120 meV at 1.65 kV/cm. Adding emission of this one phonon to the Monte Carlo model, with a rough coupling of $5\times10^8$ eV/cm and five final valleys, lowers the mean energy from 71 to 48 meV and raises the velocity by 15%, to $4.3\times10^6$ cm/s. Its closeness to the ideal law is a coincidence of opposite errors. With this phonon included, the velocity grows roughly as $E^{0.7}$ between 0.5 and 1.4 kV/cm: emission sets in before the square-root law is reached, so the example shows its approximate size but not its exponent.

**Valley anisotropy.** Real valleys are ellipsoids. Take masses $m_l=1.5\,m_e$ and $m_t=0.28\,m_e$, and a field along [111], where all valleys are equivalent. Relative to a spherical valley with the same density-of-states mass $m_d=(m_lm_t^2)^{1/3}=0.49\,m_e$ and the same $\tau(\varepsilon)$, field heating changes by $h=m_d(1/m_l+2/m_t)/3$ and phonon energy diffusion by $c_p=(m_l+2m_t)/3m_d$. Then $\varepsilon_0\propto\sqrt{h/c_p}$ and $v_d\propto h\,\varepsilon_0^{-1/2}$, so the velocity changes by $h^{3/4}c_p^{1/4}=1.31$. This is the largest of the corrections evaluated here. Ellipsoidal valleys also couple to transverse acoustic phonons through the shear deformation potential, which is not included. Degeneracy is negligible: at $10^{14}$ cm⁻³ in six valleys the band-edge occupation is about $6\times10^{-7}$. Collisions between electrons set a tighter limit on density. By a rough Coulomb estimate they exchange energy at about a tenth of the rate of energy loss to phonons at $10^{14}$ cm⁻³, but at a comparable rate near $10^{15}$ cm⁻³, where the distribution begins to shift towards the heated Maxwellian, though the velocity changes there by only a per cent or two.

The example thus describes lightly populated, very pure diamond at low field, and its velocity is uncertain by some tens of per cent even there. Impurity scattering, not included, matters in doped layers. Power devices work at fields of order 1 MV/cm, a thousand times higher. Extrapolated there, the law would give $\varepsilon_0\approx73$ eV and $v_d\approx1.3\times10^8$ cm/s, roughly ten times the velocities of order $10^7$ cm/s at which carriers in such materials saturate. Optical and intervalley emission, absent from the law, control that regime.
